Why a defect eigenvalue is not generally its charge-transition level

Q: I have a defect with one localized orbital in the gap. In the neutral state the orbital holds one electron, and its Kohn-Sham eigenvalue lies 1.3 eV above the valence-band edge. The Fermi energy is at 1.4 eV. The orbital lies below the Fermi energy, so it is filled and the defect is neutral. I would quote 1.3 eV as the (+/0) transition level. What could be wrong with that?

A: You are treating the orbital as a fixed rung on a ladder, which electrons fill or leave without moving it. Before using that picture, write down what a transition level is. Let n be the occupation of the localized spin-orbital: n = 0 is the charge state +, and n = 1 is the neutral state. Let Q be a lattice displacement and E(n,Q) the total energy, with electron energies measured from the valence-band edge. Double occupation is excluded, and I assume that the corrections for a charged defect in a finite cell have been made.

The positive defect has given one electron to a reservoir at Fermi energy μ. Apart from a constant common to both states, the formation energies are therefore

F₊ = E(0,Q₀) + μ
F₀ = E(1,Q₁)

Here Q₀ and Q₁ are the relaxed geometries of the two charge states. The thermodynamic level ε(+/0) is the value of μ at which F₊ = F₀:

ε(+/0) = E(1,Q₁) − E(0,Q₀)

For μ below this value F₊ is smaller and the positive state is favoured; above it the neutral state is. The level is a difference between two total energies at two different geometries. Your eigenvalue comes from one charge state at one geometry.

Q: Both describe the energy of adding the same electron. Why should the distinction change the number?

A: Let us calculate both in a model simple enough to follow every term. Take a harmonic lattice, with the same stiffness K in both charge states and a force on the lattice proportional to n. Keep terms up to second order in n:

E(n,Q) = an + ½κn(n−1) + ½KQ² − gnQ

The zero of energy is the positive state at Q = 0, which is its relaxed geometry. The product n(n−1) vanishes at n = 0 and at n = 1, so a is the cost of adding the electron at Q = 0, whatever the value of κ. The parameter κ is the curvature of the energy with respect to n at fixed geometry. It affects fractional occupations but not the two physical charge states.

First relax the lattice. At fixed n the force must vanish:

∂E/∂Q = KQ − gn = 0, hence Q_n = gn/K

Insert this displacement into the two lattice terms:

½KQ_n² − gnQ_n = g²n²/(2K) − g²n²/K = −g²n²/(2K)

With R = g²/(2K), the relaxed energy is

E(n,Q_n) = an + ½κn(n−1) − Rn²

At n = 0 it is zero; at n = 1 it is a − R. Therefore

ε(+/0) = a − R

R is the energy released when the lattice relaxes around the added electron.

Q: And the eigenvalue? Can it be found without solving the Kohn-Sham equations for the defect?

A: Yes, through Janak's theorem, which says that an eigenvalue is the derivative of the total energy with respect to the occupation of its orbital, at fixed geometry. The proof is short. Write

E = Σᵢ fᵢ⟨φᵢ|T|φᵢ⟩ + W[ρ], with ρ = Σᵢ fᵢ|φᵢ|²

where T is the kinetic-energy operator and W contains all other energies. The Kohn-Sham operator is h = T + δW/δρ, and hφᵢ = εᵢφᵢ. Change one occupation fⱼ. The explicit change of E gives ⟨φⱼ|h|φⱼ⟩ = εⱼ. The orbitals also respond, and their response contributes

Σᵢ fᵢ(⟨dφᵢ/dfⱼ|h|φᵢ⟩ + ⟨φᵢ|h|dφᵢ/dfⱼ⟩) = Σᵢ fᵢεᵢ d⟨φᵢ|φᵢ⟩/dfⱼ = 0

because every orbital stays normalized. So ∂E/∂fⱼ = εⱼ.

For the model this gives

ε(n,Q) = ∂E/∂n = a + κ(n−½) − gQ

At the relaxed geometry gQ_n = g²n/K = 2Rn. Notice the factor of two: the eigenvalue shifts by 2R between the two geometries, while the total energy gains R. The other half of the shift is paid for by the elastic energy ½KQ₁² = R. The two end values are

ε_empty = ε(0,Q₀) = a − κ/2
ε_filled = ε(1,Q₁) = a + κ/2 − 2R

Subtract ε(+/0) = a − R from each:

ε_empty − ε(+/0) = R − κ/2
ε_filled − ε(+/0) = −(R − κ/2)

The end eigenvalues are understood as limits from 0 < n < 1. For the empty orbital this matters if the Kohn-Sham potential jumps when the electron number passes through an integer.

Q: Then my mistake is due to κ, an error of the approximate functional. With the exact functional the eigenvalue would be the level.

A: Test that with κ = 0. At fixed geometry and zero temperature, a fractional electron number is represented by a mixture of the two neighbouring integer ground states, when those are the lowest-energy mixture. The energy is then a straight line in n, so its curvature is zero. Our formulas become

ε_empty = a, ε_filled = a − 2R, ε(+/0) = a − R

The difference has not gone away. Take round parameters, not assigned to any material: a = 2 eV, K = 4 eV/Å² and g = 2 eV/Å. Then

R = (2 eV/Å)² / (2 × 4 eV/Å²) = 0.5 eV
Q₁ = (2 eV/Å) / (4 eV/Å²) = 0.5 Å
ε(+/0) = 2.0 − 0.5 = 1.5 eV

The empty eigenvalue is 2.0 eV and the filled one is 2.0 − 1.0 = 1.0 eV. Each misses the level by 0.5 eV, on opposite sides, with no curvature error at all.

Q: If these eigenvalues come from an exact functional, they must mean something. What are they?

A: They are vertical energies, for which the electron is added or removed before the nuclei move. At the geometry of the positive state,

E(1,Q₀) − E(0,Q₀) = a = 2.0 eV

and at the geometry of the neutral state,

E(1,Q₁) − E(0,Q₁) = a − gQ₁ = a − 2R = 1.0 eV

These are the two κ = 0 eigenvalues. The result does not depend on the lattice being harmonic. For any pair of energy surfaces one can add and subtract a relaxed energy:

E(1,Q₀) − E(0,Q₀) = ε(+/0) + [E(1,Q₀) − E(1,Q₁)]
E(1,Q₁) − E(0,Q₁) = ε(+/0) − [E(0,Q₁) − E(0,Q₀)]

Neither bracket can be negative, because Q₁ minimizes the neutral energy and Q₀ the positive one, provided these are the lowest minima and not metastable ones. With straight-line behaviour in n, the empty and filled eigenvalues therefore enclose the level or touch it. In the harmonic model with equal stiffness both brackets equal R, and the level lies halfway between. If the stiffness differs, or the lattice is anharmonic, the two distances need not be equal.

Q: Real defects move many atoms. Does the single coordinate hide something?

A: Not within linear coupling. Let Q and g be vectors and K a symmetric, positive-definite matrix. The lattice part is ½QᵀKQ − ngᵀQ. Setting its gradient to zero gives KQ_n = ng, so Q_n = nK⁻¹g, and

½Q_nᵀKQ_n − ngᵀQ_n = ½n²gᵀK⁻¹g − n²gᵀK⁻¹g = −½n²gᵀK⁻¹g

Thus R = ½gᵀK⁻¹g, and the other formulas keep their form. A numerical relaxation of three coupled modes with a = 2 eV confirms it: R = 0.5255 eV and the level is 1.4745 eV, with sum 2.0000 eV.

Q: Suppose I do use a functional with a curvature error. Which way does it move my eigenvalue?

A: Keep the same a and R, so that the physical energies are unchanged and the effect of κ is isolated. The level stays at 1.5 eV. The eigenvalues do not:

κ = −0.6 eV: empty 2.3 eV, filled 0.7 eV
κ = 0: empty 2.0 eV, filled 1.0 eV
κ = 0.6 eV: empty 1.7 eV, filled 1.3 eV
κ = 1.0 eV: empty 1.5 eV, filled 1.5 eV
κ = 1.6 eV: empty 1.2 eV, filled 1.8 eV

Your defect could be the third line. One eigenvalue cannot determine a, κ and R separately, so this is only a possibility; I use it as your case from here on. The filled eigenvalue is 2.0 + 0.3 − 1.0 = 1.3 eV, while the level is 1.5 eV. A real change of functional generally alters a, g and K as well, so the level of a real calculation need not stay fixed as it does here.

Q: In the fourth line both eigenvalues agree with the level. Could I use that agreement as a check that my functional is good?

A: No. The condition is κ = 2R: an error of the functional cancels a physical lattice relaxation. To see what the cancellation does, differentiate the relaxed energy twice:

d²E(n,Q_n)/dn² = κ − 2R

For κ = 0 and R > 0 this is negative, here −1.0 eV. The relaxed energy is concave: a half-filled orbital lies above the average of the two integer states. At κ = 2R the curvature vanishes, and the eigenvalue no longer moves as the orbital fills and the lattice follows. It looks like the fixed rung you began with, although the lattice still moves by 0.5 Å and releases 0.5 eV. For κ = 1.6 eV the relaxed curvature is +0.6 eV and the order of the eigenvalues is reversed.

There is another case of agreement, without compensation of errors: both κ and R are negligible. Then the rigid-level picture is a fair approximation.

Q: Do actual methods have curvatures of both signs?

A: A molecule at fixed geometry shows it, since no lattice energy enters. Take H2O with an O–H distance of 0.96 Å and an angle of 104.5°, in the def2-SVP basis. Adding an electron to H2O⁺ changes the total energy by E(H2O) − E(H2O⁺). Compare this with the eigenvalue of the orbital that is empty in the cation and filled in the molecule:

PBE: empty −18.32 eV, energy difference −12.37 eV, filled −6.21 eV
Hartree-Fock: empty −8.60 eV, energy difference −10.84 eV, filled −13.55 eV

Janak's theorem holds in Hartree-Fock too: W then depends on the one-particle density matrix Σᵢ fᵢφᵢ(r)φᵢ*(r′), its derivative gives the Fock operator's interaction part, and the rest of the proof is unchanged. The eigenvalues are therefore slopes of the energy in both methods.

In PBE the eigenvalue rises on filling by about 12.1 eV, so the average curvature between the ends is positive. In Hartree-Fock it falls by about 5.0 eV, so the average curvature is negative. These numbers show the sign for two methods in one small molecule. They do not supply κ for a defect in a solid. The basis is small, Hartree-Fock leaves out correlation, and PBE treats exchange and correlation approximately, so neither energy difference is a reference for the true ionization energy.

Q: I could repair my eigenvalue by adding the relaxation energy. For the filled orbital that means ε_filled + R.

A: Insert the formula first:

ε_filled + R = a + κ/2 − R = ε(+/0) + κ/2

The repair works for κ = 0, where 1.0 + 0.5 = 1.5 eV. For your κ = 0.6 eV it gives 1.3 + 0.5 = 1.8 eV. The original value was 0.2 eV too low; the repaired one is 0.3 eV too high. Removing one of two opposing contributions has increased the error. Both have to be treated.

Q: Is there a correct way to get the level from eigenvalues, then?

A: Yes: follow the eigenvalue while the orbital is filled and the lattice relaxes. Along the relaxed path the chain rule gives

dE(n,Q_n)/dn = ∂E/∂n + (∂E/∂Q)(dQ_n/dn)

The last term is zero because the force vanishes at Q_n, and the first is the eigenvalue. Integrate from the positive to the neutral state:

ε(+/0) = ∫₀¹ ε(n,Q_n) dn

This holds if the force-free geometries run continuously from Q₀ to Q₁, or if Q_n is the lowest minimum at every n, in which case it may jump between two minima where their energies cross. A path that stays in a metastable minimum and ends away from Q₁ does not give the level. Neither a harmonic lattice nor a rigid orbital is needed. It gives the level of the functional used, including that functional's errors. In our model the integrand is

ε(n,Q_n) = a + κ(n−½) − 2Rn

which is a straight line in n. Its integral equals its midpoint value, a − R, and also the mean of its end values:

½[(a − κ/2) + (a + κ/2 − 2R)] = a − R

With your numbers, ½(1.7 + 1.3) = 1.5 eV. The geometry must follow the occupation. At half filling but with the lattice held at Q₁, the eigenvalue is a − gQ₁ = a − 2R = 1.0 eV, which is a vertical energy.

Q: Then two eigenvalues, or one at half filling, are enough?

A: They are enough as long as ε(n,Q_n) is linear in n. That can fail when the orbital changes shape. Consider a chain of 21 sites with hopping energy 0.50 eV and a defect site at −0.80 eV relative to the others. An electron in its lowest orbital φ puts the charge m = n|φ_d|² on the defect site d. Use the mean-field energy

E = n⟨φ|h₀|φ⟩ + ½Um² + ½KQ² − gQm

where h₀ describes the bare chain and U = 0.40 eV is a repulsion. K and g are as before. Stationarity in Q gives Q = gm/K. The defect-site potential is the derivative of the interaction terms with respect to m:

Um − gQ = (U − g²/K)m = (0.4 − 1.0)m eV = −0.6m eV

Filling the orbital therefore deepens the defect site. The lowest eigenvalue is a minimum over φ of expressions linear in the site potential v, so it is concave in v. Its slope dε/dv = |φ_d|² cannot decrease as v becomes more negative. The orbital is drawn towards the defect or keeps its weight there, and ε(n,Q_n) need not be linear.

Direct minimization of the total energy gives a level of −1.43237 eV, measured from the energy of an ordinary site. The integral of the self-consistent eigenvalue also gives −1.43237 eV. This is a test of the integral formula, because the two values are obtained by different routes. The shortcuts are less accurate:

mean of the end eigenvalues: −1.449 eV, too low by 0.017 eV
eigenvalue at half filling: −1.424 eV, too high by 0.009 eV

Both are much closer than the end eigenvalues themselves, −1.281 eV for the empty orbital and −1.618 eV for the filled one. The small errors belong to this chain; they are not general bounds. The mean-field energy also contains a repulsion of the single electron with itself, so what has been verified is the relation between energies and eigenvalues, not the quality of the functional.

Q: So far the nuclei have been classical. Does zero-point motion spoil the formula a − R?

A: Not for linear coupling with equal stiffness. For a mode of mass M and momentum P, the Hamiltonian with n = 1 is

H₁ = P²/(2M) + ½KQ² − gQ + a

Complete the square:

½KQ² − gQ = ½K(Q − g/K)² − g²/(2K)

so that

H₁ = P²/(2M) + ½K(Q − g/K)² + a − R

This is the oscillator of the positive state, displaced by g/K and shifted in energy by a − R. A displacement changes neither the frequency nor the level spacing. The zero-point energies cancel, and the vibrational partition functions obey

Z₁ = exp[−(a − R)/k_BT] Z₀

Diagonalizing the coupled oscillator with a phonon energy of 0.05 eV gives a level of 1.5000 eV. If the filling changes the vibrational frequencies, the cancellation is in general incomplete, and the difference in vibrational free energy must be added to the level.

Q: Then let us return to my first claim. The Fermi energy is 1.4 eV. Which charge state do I have at 300 K?

A: The neutral state carries a factor exp(μ/k_BT) for its additional electron and a factor 2 for the spin of that electron. I take the positive state to be nondegenerate. The ratio of populations is

N₀/N₊ = 2(Z₁/Z₀)exp(μ/k_BT) = 2 exp{[μ − ε(+/0)]/k_BT}

At 300 K, k_BT = 0.02585 eV. With the level at 1.5 eV, as in the case assumed for your defect,

N₀/N₊ = 2 exp[(1.4 − 1.5)/0.02585] = 0.042

About 4 defects are neutral for every 100 that are positive. If the filled eigenvalue of 1.3 eV is put in place of the level,

2 exp[(1.4 − 1.3)/0.02585] = 96

The predicted majority is now neutral. An energy error of 0.2 eV has changed the ratio by a factor of about 2300 and reversed the charge assignment.

Q: With the spin factor, are the populations equal at 1.5 eV?

A: Slightly below it. Setting N₀ = N₊ gives

μ = ε(+/0) − k_BT ln 2 = 1.482 eV

At μ = 1.5 eV the formation energies are equal, but the neutral state has two spin states and is twice as populated. The shift of 0.018 eV comes from entropy. It is separate from the 0.2 eV eigenvalue error, and it vanishes as the temperature goes to zero.

Q: So what should I compute for my defect, and what may I still read from the eigenvalue?

A: For the level, relax the positive and neutral states separately, take their total energies with the same functional and the same valence-band reference, correct the charged cell, and form E(1,Q₁) − E(0,Q₀). If you also compute the neutral state at Q₀ and the positive state at Q₁, you get the vertical energies; their distances from the level are the relaxation energies of the two charge states. In a finite cell of a polar crystal these frozen-geometry energies need their own correction, because only the electrons, not the ions, screen the change of charge. The difference from the correction for the relaxed state can reach tenths of an eV. Eigenvalues also need a finite-cell correction before they are compared with these energies.

The eigenvalue still tells you the slope of the energy with occupation at that geometry. If the energy at fixed geometry is quadratic in the occupation, as in our model, the difference between the eigenvalue and the vertical energy also gives the functional's curvature. In the case I assumed for your defect, the filled eigenvalue is 1.3 eV and the vertical energy at the neutral geometry is 1.0 eV. The difference, 0.3 eV, is κ/2. The level lies R = 0.5 eV above that vertical energy, at 1.5 eV. Your Fermi energy of 1.4 eV is then above the filled eigenvalue but below the transition level, and the defect is predominantly positive. Whether this is true of your real defect has to be judged from the relaxed total energies, within the accuracy of the functional; the eigenvalue of 1.3 eV alone cannot decide it.

Computed values

```
Model: a = 2.00 eV, K = 4.00 eV/A^2, g = 2.00 eV/A
Relaxation energy R = 0.500 eV
kappa -0.60 eV: level 1.500, empty 2.300, filled 0.700, relaxed curvature -1.600 eV
kappa  0.00 eV: level 1.500, empty 2.000, filled 1.000, relaxed curvature -1.000 eV
Relaxed displacement, neutral = 0.500 A
Vertical E(1)-E(0): at + geometry 2.000 eV, at neutral geometry 1.000 eV
kappa  0.60 eV: level 1.500, empty 1.700, filled 1.300, relaxed curvature -0.400 eV
kappa  1.00 eV: level 1.500, empty 1.500, filled 1.500, relaxed curvature 0.000 eV
kappa  1.60 eV: level 1.500, empty 1.200, filled 1.800, relaxed curvature 0.600 eV
Three-mode check: R = 0.5255 eV, level = 1.4745 eV
Phonon energy = 0.050 eV, T = 300 K, kT = 0.02585 eV
Level with zero-point motion = 1.5000 eV
Fermi energy = 1.40 eV; neutral/+ ratio = 0.0418
Ratio if filled eigenvalue (kappa 0.6 eV) is used = 95.71
Equal-population Fermi energy = 1.4821 eV
Chain: 21 sites, hopping 0.50, defect site -0.80, repulsion 0.40 eV
Chain level from total energy = -1.43237 eV
Chain integral of eigenvalue = -1.43237 eV
Chain eigenvalues: empty -1.28062, half -1.42383, filled -1.61773 eV
Chain mean of end eigenvalues = -1.44918 eV
H2O: O-H = 0.96 A, angle = 104.5 degrees, basis def2-SVP
PBE: E(H2O)-E(H2O+) = -12.37, empty -18.32, filled -6.21, filled-empty 12.10 eV
HF: E(H2O)-E(H2O+) = -10.84, empty -8.60, filled -13.55, filled-empty -4.95 eV
```
